# Overtone characters of degenerate modes and the levels 2ν₃ and 3ν₃ of tetrahedral XY₄: test program

```python
"""Overtone characters of degenerate vibrations as symmetric powers.

Result under test: for a mode with matrices M(R) and chi(R) = Tr M(R),
  twofold:   chi_v = [chi chi_(v-1) + chi(R^v)] / 2
  threefold: chi_v = {2 chi chi_(v-1)
                      + [chi(R^2) - chi^2] chi_(v-2) / 2 + chi(R^v)} / 3
where chi_v is the character of the level with v quanta, chi_0 = 1 and
chi_(-1) = 0.  In T_d an F2 mode gives A1+E+F2 (v=2), A1+F1+2F2 (v=3).
The independent road integrates rotated oscillator wavefunctions.
Modes come from an RHF calculation on NH4+; an anharmonic model oscillator
tests the splitting and the dipole selection rule.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from pyscf import gto, scf
from pyscf.hessian import rhf as rhf_hessian

# ---------- the group T_d as signed permutations of x, y, z ----------
VERTICES = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
CLASS_NAMES = ["E", "C3", "C2", "S4", "sigma_d"]
CLASS_KEYS = [(1, 3), (1, 0), (1, -1), (-1, -1), (-1, 1)]  # (det, trace)
SPECIES = ["A1", "A2", "E", "F1", "F2"]
TABLE = np.array([[1, 1, 1, 1, 1], [1, 1, 1, -1, -1], [2, -1, 2, 0, 0],
                  [3, 0, -1, 1, -1], [3, 0, -1, -1, 1]])

operations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            R = np.zeros((3, 3))
            for j in range(3):
                R[perm[j], j] = signs[j]
            operations.append(R)
keys = [(int(round(np.linalg.det(R))), int(round(np.trace(R))))
        for R in operations]
sizes = np.array([keys.count(k) for k in CLASS_KEYS])
representatives = [operations[keys.index(k)] for k in CLASS_KEYS]
assert sizes.sum() == 24
assert np.array_equal((TABLE * sizes) @ TABLE.T, 24 * np.eye(5))


def reduce_characters(chi):
    """Multiplicities of the five species; must be whole numbers."""
    n = (TABLE * sizes) @ np.asarray(chi) / 24
    whole = np.rint(n).astype(int)
    # tolerance covers the finite convergence of the ab initio modes
    assert np.allclose(n, whole, atol=1e-3) and whole.min() >= 0
    return tuple(int(k) for k in whole)


def name(mult):
    return " + ".join((str(m) if m > 1 else "") + s
                      for m, s in zip(mult, SPECIES) if m)


# ---------- the recursions and the definition ----------
def recursion(M, vmax):
    d = len(M)
    p = [np.trace(np.linalg.matrix_power(M, k))
         for k in range(max(vmax, 2) + 1)]
    h = [1.0]
    for v in range(1, vmax + 1):
        if d == 2:
            h.append((p[1] * h[v - 1] + p[v]) / 2)
        else:
            second = h[v - 2] if v >= 2 else 0.0
            h.append((2 * p[1] * h[v - 1]
                      + 0.5 * (p[2] - p[1]**2) * second + p[v]) / 3)
    return np.array(h)


def determinant_recursion(M, vmax):
    """Recursion from the coefficients of det(1 - t M)."""
    c = np.real(np.poly(M))
    h = [1.0]
    for v in range(1, vmax + 1):
        h.append(-sum(c[k] * h[v - k] for k in range(1, min(v, len(M)) + 1)))
    return np.array(h)


def hermite_functions(x, nmax):
    """Normalized oscillator functions without their Gaussian factor."""
    f = [np.full_like(x, np.pi**-0.25)]
    for n in range(nmax):
        new = np.sqrt(2 / (n + 1)) * x * f[n]
        if n > 0:
            new = new - np.sqrt(n / (n + 1)) * f[n - 1]
        f.append(new)
    return np.array(f)


def wavefunction_trace(M, v):
    """Sum over v-quantum states of <psi_n(q)|psi_n(R^-1 q)>."""
    d = len(M)
    x, w = np.polynomial.hermite.hermgauss(v + 1)  # exact for this degree
    grid = np.array(list(itertools.product(x, repeat=d)))
    weight = np.prod(np.array(list(itertools.product(w, repeat=d))), axis=1)
    original = hermite_functions(grid, v)
    rotated = hermite_functions(grid @ M, v)
    total = 0.0
    for n in itertools.product(range(v + 1), repeat=d):
        if sum(n) == v:
            term = weight.copy()
            for i in range(d):
                term *= original[n[i], :, i] * rotated[n[i], :, i]
            total += term.sum()
    return total


# general orthogonal matrices, not tied to any point group
rng = np.random.default_rng(7)
largest_error = 0.0
for d in (2, 3):
    for trial in range(4):
        Q = np.linalg.qr(rng.normal(size=(d, d)))[0]
        if trial % 2:
            Q[:, 0] *= -1
        direct = np.array([wavefunction_trace(Q, v) for v in range(7)])
        for formula in (recursion(Q, 6), determinant_recursion(Q, 6)):
            largest_error = max(largest_error, np.abs(formula - direct).max())
assert largest_error < 1e-9

# ---------- NH4+ at RHF/6-31G(d,p) ----------
BOHR = constants.value("Bohr radius") * 1e10  # angstrom


def run_scf(r_angstrom):
    xyz = VERTICES * r_angstrom / BOHR / np.sqrt(3)
    atoms = [["N", (0.0, 0.0, 0.0)]] + [["H", tuple(p)] for p in xyz]
    mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g**", charge=1, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    return mf


def radial_gradient(r_angstrom):
    g = run_scf(r_angstrom).nuc_grad_method().kernel()
    return float(np.sum(g[1:] * VERTICES) / np.sqrt(3))


bond = brentq(radial_gradient, 0.95, 1.10, xtol=1e-8)
mf = run_scf(bond)
hess = rhf_hessian.Hessian(mf).kernel()
hess = hess.transpose(0, 2, 1, 3).reshape(15, 15)
amu = constants.value("atomic mass constant") / constants.m_e
mass_u = np.array(mf.mol.atom_mass_list(isotope_avg=True))
root_mass = np.sqrt(np.repeat(mass_u * amu, 3))
eigval, eigvec = np.linalg.eigh((hess + hess.T) / 2
                                / np.outer(root_mass, root_mass))
to_cm = constants.value("hartree-inverse meter relationship") / 100
freq = np.sign(eigval) * np.sqrt(np.abs(eigval)) * to_cm
vib = np.where(freq > 500)[0]
assert len(vib) == 9


def displacement_matrix(R):
    """Action of R on the 15 atomic displacements, atoms permuted."""
    big = np.zeros((15, 15))
    big[:3, :3] = R
    for j, vertex in enumerate(VERTICES):
        k = int(np.where((VERTICES == R @ vertex).all(axis=1))[0][0])
        big[3 * k + 3:3 * k + 6, 3 * j + 3:3 * j + 6] = R
    return big


def stretch_share(L):
    """Share of the H-relative-to-N motion that lies along the bonds."""
    u = (L / root_mass[:, None]).reshape(5, 3, -1)
    rel = u[1:] - u[0]
    along = np.einsum("jam,ja->jm", rel, VERTICES / np.sqrt(3))
    return np.sum(along**2) / np.sum(rel**2)


levels = np.split(vib, np.where(np.diff(freq[vib]) > 5)[0] + 1)
modes = []
for idx in levels:
    L = eigvec[:, idx]
    chi = [np.trace(L.T @ displacement_matrix(R) @ L)
           for R in representatives]
    assert np.ptp(freq[idx]) < 0.5  # cm^-1, finite SCF response convergence
    modes.append((name(reduce_characters(chi)), freq[idx].mean(), L))
assert sorted(m[0] for m in modes) == ["A1", "E", "F2", "F2"]
f2_modes = [m for m in modes if m[0] == "F2"]
nu4, nu3 = f2_modes[0], f2_modes[1]
nu2 = [m for m in modes if m[0] == "E"][0]
nu1 = [m for m in modes if m[0] == "A1"][0]
assert stretch_share(nu3[2]) > 0.5 > stretch_share(nu4[2])

print("NH4+, RHF/6-31G(d,p)")
print(f"masses: N {mass_u[0]:.3f} u, H {mass_u[1]:.3f} u")
print(f"N-H bond length: {bond:.4f} angstrom")
for label, mode in zip(("nu1", "nu2", "nu3", "nu4"), (nu1, nu2, nu3, nu4)):
    print(f"{label} {mode[0]}: {mode[1]:.1f} cm^-1, "
          f"bond-stretch share {stretch_share(mode[2]):.3f}")
print(f"largest recursion error, random matrices, v<=6: {largest_error:.1e}")

# ---------- overtones built on the computed normal modes ----------
reductions = {}
for label, mode in (("nu2", nu2), ("nu3", nu3)):
    L = mode[2]
    for R in operations:
        M = L.T @ displacement_matrix(R) @ L
        direct = [wavefunction_trace(M, v) for v in range(5)]
        # modes are symmetric only to the convergence of the response
        assert np.allclose(recursion(M, 4), direct, atol=1e-3)
    matrices = [L.T @ displacement_matrix(R) @ L for R in representatives]
    chi_v = np.array([recursion(M, 4) for M in matrices])
    direct_v = np.array([[wavefunction_trace(M, v) for v in range(5)]
                         for M in matrices])
    print(f"{label}: class, size | chi(R) chi(R^2) chi(R^3) | chi_2 chi_3 chi_4")
    for c, M in enumerate(matrices):
        powers = [int(round(np.trace(np.linalg.matrix_power(M, k))))
                  for k in (1, 2, 3)]
        over = [int(round(x)) for x in chi_v[c, 2:]]
        print(f"  {CLASS_NAMES[c]}, {sizes[c]} | {powers} | {over}")
    for v in (2, 3, 4):
        reductions[label, v] = reduce_characters(direct_v[:, v])
        assert reductions[label, v] == reduce_characters(chi_v[:, v])
        print(f"  {v}{label} = {name(reductions[label, v])}")
assert reductions["nu3", 2] == (1, 0, 1, 0, 1)
assert reductions["nu3", 3] == (1, 0, 0, 1, 2)
assert reductions["nu2", 2] == (1, 0, 1, 0, 0)
assert reductions["nu2", 3] == (1, 1, 1, 0, 0)
square = reduce_characters(TABLE[4]**2)
assert np.array_equal(np.subtract(square, reductions["nu3", 2]),
                      [0, 0, 0, 1, 0])
print(f"full direct product F2 x F2 = {name(square)}")
print(f"harmonic 2nu3: {2 * nu3[1]:.1f} cm^-1; 3nu3: {3 * nu3[1]:.1f} cm^-1")


# ---------- anharmonic model oscillator, energies in hbar*omega ----------
def model(cubic, axial, isotropic, nmax):
    """V = cubic*xyz + axial*(x^4+y^4+z^4) + isotropic*r^4 added."""
    occ = np.array([n for n in itertools.product(range(nmax + 1), repeat=3)
                    if sum(n) <= nmax])
    size = nmax + 5
    X = np.diag(np.sqrt(np.arange(1, size) / 2), 1)
    X = X + X.T
    X2, unit = X @ X, np.eye(size)
    X4 = X2 @ X2

    def product_operator(*factors):
        out = 1.0
        for i, f in enumerate(factors):
            out = out * f[occ[:, i][:, None], occ[:, i][None, :]]
        return out

    fourth = (product_operator(X4, unit, unit)
              + product_operator(unit, X4, unit)
              + product_operator(unit, unit, X4))
    mixed = (product_operator(X2, X2, unit) + product_operator(X2, unit, X2)
             + product_operator(unit, X2, X2))
    H = (np.diag(occ.sum(axis=1) + 1.5) + cubic * product_operator(X, X, X)
         + axial * fourth + isotropic * (fourth + 2 * mixed))
    E, V = np.linalg.eigh(H)
    dipole = [product_operator(X, unit, unit), product_operator(unit, X, unit),
              product_operator(unit, unit, X)]
    return occ, E, V, dipole


def sublevels(E, first, last):
    idx = np.arange(first, last)
    return np.split(idx, np.where(np.diff(E[idx]) > 1e-8)[0] + 1)


def rotate_states(R, occ, V):
    """Apply R to expansion vectors in the number basis."""
    where = {tuple(n): i for i, n in enumerate(occ.tolist())}
    target = np.abs(R).argmax(axis=0)
    sign = R.sum(axis=0)
    out = np.zeros_like(V)
    for i, n in enumerate(occ):
        m = [0, 0, 0]
        for j in range(3):
            m[target[j]] = int(n[j])
        out[where[tuple(m)]] = np.prod(sign**n) * V[i]
    return out


CUBIC, AXIAL, ISOTROPIC = 0.05, 0.004, 0.002
occ, E, V, dipole = model(CUBIC, AXIAL, ISOTROPIC, 12)
E_larger = model(CUBIC, AXIAL, ISOTROPIC, 14)[1]
assert np.abs(E[:20] - E_larger[:20]).max() < 1e-5
print(f"model: cubic {CUBIC}, axial quartic {AXIAL}, "
      f"isotropic quartic {ISOTROPIC} (hbar*omega)")
for v, first, last in ((2, 4, 10), (3, 10, 20)):
    found = np.zeros(5, dtype=int)
    groups = sublevels(E, first, last)
    for idx in groups:
        W = V[:, idx]
        chi = [np.sum(W * rotate_states(R, occ, W)) for R in representatives]
        mult = reduce_characters(chi)
        assert sum(mult) == 1  # one irreducible species per sublevel
        found += np.array(mult)
        strength = sum(np.sum((V[:, 0] @ D @ W)**2) for D in dipole)
        if name(mult) == "F2":
            assert strength > 1e-10
        else:
            assert strength < 1e-18
        shown = f"{strength:.2e}" if strength > 1e-18 else "0 (to rounding)"
        print(f"  v={v} {name(mult)}: {E[idx].mean() - E[0]:.4f} hbar*omega, "
              f"sum |<0|q|s>|^2 = {shown}")
    assert tuple(int(k) for k in found) == reductions["nu3", v]

E_iso = model(0.0, 0.0, ISOTROPIC, 12)[1]
iso2 = [len(g) for g in sublevels(E_iso, 4, 10)]
iso3 = [len(g) for g in sublevels(E_iso, 10, 20)]
assert sorted(iso2) == [1, 5] and sorted(iso3) == [3, 7]
print(f"isotropic quartic only, degeneracies upward: v=2 {iso2}, v=3 {iso3}")

print("success")
```

Printed output:

```
NH4+, RHF/6-31G(d,p)
masses: N 14.007 u, H 1.008 u
N-H bond length: 1.0118 angstrom
nu1 A1: 3572.2 cm^-1, bond-stretch share 1.000
nu2 E: 1845.2 cm^-1, bond-stretch share 0.000
nu3 F2: 3716.3 cm^-1, bond-stretch share 0.987
nu4 F2: 1613.2 cm^-1, bond-stretch share 0.000
largest recursion error, random matrices, v<=6: 7.1e-15
nu2: class, size | chi(R) chi(R^2) chi(R^3) | chi_2 chi_3 chi_4
  E, 1 | [2, 2, 2] | [3, 4, 5]
  C3, 8 | [-1, -1, 2] | [0, 1, -1]
  C2, 3 | [2, 2, 2] | [3, 4, 5]
  S4, 6 | [0, 2, 0] | [1, 0, 1]
  sigma_d, 6 | [0, 2, 0] | [1, 0, 1]
  2nu2 = A1 + E
  3nu2 = A1 + A2 + E
  4nu2 = A1 + 2E
nu3: class, size | chi(R) chi(R^2) chi(R^3) | chi_2 chi_3 chi_4
  E, 1 | [3, 3, 3] | [6, 10, 15]
  C3, 8 | [0, 0, 3] | [0, 1, 0]
  C2, 3 | [-1, 3, -1] | [2, -2, 3]
  S4, 6 | [-1, -1, -1] | [0, 0, 1]
  sigma_d, 6 | [1, 3, 1] | [2, 2, 3]
  2nu3 = A1 + E + F2
  3nu3 = A1 + F1 + 2F2
  4nu3 = 2A1 + 2E + F1 + 2F2
full direct product F2 x F2 = A1 + E + F1 + F2
harmonic 2nu3: 7432.6 cm^-1; 3nu3: 11148.8 cm^-1
model: cubic 0.05, axial quartic 0.004, isotropic quartic 0.002 (hbar*omega)
  v=2 F2: 2.0450 hbar*omega, sum |<0|q|s>|^2 = 1.79e-04
  v=2 E: 2.0569 hbar*omega, sum |<0|q|s>|^2 = 0 (to rounding)
  v=2 A1: 2.0609 hbar*omega, sum |<0|q|s>|^2 = 0 (to rounding)
  v=3 A1: 3.0726 hbar*omega, sum |<0|q|s>|^2 = 0 (to rounding)
  v=3 F1: 3.0843 hbar*omega, sum |<0|q|s>|^2 = 0 (to rounding)
  v=3 F2: 3.0866 hbar*omega, sum |<0|q|s>|^2 = 4.68e-07
  v=3 F2: 3.1120 hbar*omega, sum |<0|q|s>|^2 = 1.69e-05
isotropic quartic only, degeneracies upward: v=2 [5, 1], v=3 [7, 3]
success
```
